**Surface selection rule for infrared reflection from a metal**

The program tests the result that, on a substrate of large relative permittivity ε, a parallel dipole change gives a p-polarized reflectance signal weaker than an equal normal one by about 1/(|ε| sin²θ), where θ is the incidence angle. The sheet response s = 4πNα combines the number N of dipoles per area with their polarizability volume α, and "drop" means −ΔR/R. The program asserts that the first-order sheet formulas agree within 0.2% with Maxwell's equations integrated through a layer of one hundredth of the example's thickness and response, for normal, parallel and tilted dipoles, on the metal and on silicon, at 40° and 80°. It also asserts the surface reflection amplitudes against a thick metal slab, the signs of the image dipoles, and the growth of the s-polarized field with height. For the example at 80° the output shows drops of 1.72×10⁻² for normal dipoles and 1.35×10⁻⁵ for parallel ones in p light, a ratio of 1 in 1273. On silicon the size of that ratio is 0.081, and the normal-dipole signal changes sign. An estimate of dipole coupling, with images included, weakens the suppression on the metal to 1 in 716.

## Check in Python

```python
"""
Result under test: on a metal with large |eps|, the infrared reflectance signal
of a dipole change parallel to the surface is weaker than that of an equal
normal one by about 1/(|eps| sin^2 theta) in p light.
Symbols: eps = relative permittivity of the substrate, theta = incidence angle,
q = omega/c in 1/nm, z = outward normal, time factor exp(-i omega t),
sheet response s_j = 4 pi N alpha_j in nm (N dipoles per nm^2, alpha in nm^3),
drop = -(change of reflectance)/(reflectance of the bare substrate).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

# ---------- model parameters (round values) ----------
wavenumber = 2000.0        # cm^-1
linewidth = 10.0           # cm^-1
plasma_energy = 9.0        # eV
damping = 0.07             # eV
density = 5.0              # nm^-2
alpha_vib = 5e-5           # nm^3, static vibrational polarizability
alpha_el = 2e-3            # nm^3, electronic polarizability
layer_thickness = 0.3      # nm
image_height = 0.2         # nm, dipole above image plane
film_thickness = 100.0     # nm
noise = 1e-4
eps_silicon = 11.7 + 0j
theta = np.radians(80.0)

q = 2 * np.pi * wavenumber * 1e-7
photon = const.h * const.c * wavenumber * 100 / const.e


def drude(gamma, background=1.0):
    return background - plasma_energy**2 / (photon**2 + 1j * photon * gamma)


def normal_index(eps, angle):
    root = np.sqrt(eps - np.sin(angle)**2 + 0j)
    return np.where(root.imag < 0, -root, root)[()]


def surface_fields(eps, angle):
    """Closed-form field components per unit incident field."""
    w, c, s = normal_index(eps, angle), np.cos(angle), np.sin(angle)
    rp = (eps * c - w) / (eps * c + w)
    rs = (c - w) / (c + w)
    return c * (1 - rp), 1 + rs, s * (1 + rp), rp, rs


def sheet_drop(eps, angle, sx, sy, sz):
    """First-order drops in p and s light from the dipole-sheet formulas."""
    c, s2 = np.cos(angle), np.sin(angle)**2
    eta = normal_index(eps, angle) / (eps * c)
    bracket = (sz * s2 - sx * (eps - s2) / eps**2) / (1 - eta**2)
    return 4 * q / c * np.imag(bracket), 4 * q * c * np.imag(sy / (1 - eps))


def p_matrix(tensor, angle):
    """Maxwell equations for (E_x, Z0 H_y): d/dz v = i q M v."""
    exx, exz, ezz = tensor
    s = np.sin(angle)
    return np.array([[-s * exz / ezz, 1 - s**2 / ezz],
                     [exx - exz**2 / ezz, -s * exz / ezz]], dtype=complex)


def s_matrix(eps_y, angle):
    """Maxwell equations for (E_y, Z0 H_x): d/dz v = i q M v."""
    return np.array([[0, -1], [-(eps_y - np.sin(angle)**2), 0]], dtype=complex)


def reflect_p(vector, angle):
    y = -vector[0] / (np.cos(angle) * vector[1])
    return (1 - y) / (1 + y)


def reflect_s(vector, angle):
    y = vector[1] / (np.cos(angle) * vector[0])
    return (1 - y) / (1 + y)


def layer_drop(eps, angle, thickness, sxx=0, sxz=0, szz=0, syy=0):
    """Drops from Maxwell's equations through a layer of finite thickness."""
    w = normal_index(eps, angle)
    ux, uxz, uz, uy = (v / thickness for v in (sxx, sxz, szz, syy))
    tensor = (1 + ux + uxz**2 / (1 - uz), uxz / (1 - uz), 1 / (1 - uz))
    start_p, start_s = np.array([-w / eps, 1]), np.array([1, w])
    top_p = expm(1j * q * thickness * p_matrix(tensor, angle)) @ start_p
    top_s = expm(1j * q * thickness * s_matrix(1 + uy, angle)) @ start_s
    drop_p = 1 - abs(reflect_p(top_p, angle) / reflect_p(start_p, angle))**2
    drop_s = 1 - abs(reflect_s(top_s, angle) / reflect_s(start_s, angle))**2
    return drop_p, drop_s


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


eps = drude(damping)
w_metal = normal_index(eps, theta)
skin = 1 / (q * w_metal.imag)
Fx, Fy, Fz, rp, rs = surface_fields(eps, theta)


# ---------- surface fields against a metal slab of finite thickness ----------
def slab_reflection(thickness):
    c = np.cos(theta)
    vp = expm(1j * q * thickness * p_matrix((eps, 0, eps), theta)) @ [-c, 1]
    vs = expm(1j * q * thickness * s_matrix(eps, theta)) @ [1, c]
    return reflect_p(vp, theta), reflect_s(vs, theta)


thick_p, thick_s = slab_reflection(400.0)
assert abs(thick_p - rp) < 1e-8 and abs(thick_s - rs) < 1e-8
film_p, film_s = slab_reflection(film_thickness)
film_Fx = np.cos(theta) * (1 - film_p)
film_change = abs(film_Fx / Fx - 1)
assert film_change < 0.01
field_ratio = abs(Fx / Fz)
assert close(field_ratio, 1 / (np.sqrt(abs(eps)) * np.sin(theta)), 0.01)

# tangential field grows with height as if its node lay one skin depth below
phase = 1j * q * np.cos(theta) * layer_thickness
growth = abs((np.exp(-phase) + rs * np.exp(phase)) / (1 + rs)) - 1
assert close(growth, layer_thickness / skin, 0.01)

# ---------- image signs: potential must vanish on the conductor plane ----------
rng = np.random.default_rng(1)
points = np.column_stack([rng.uniform(-1, 1, (20, 2)), np.zeros(20)])


def potential(moment, height):
    d = points - np.array([0, 0, height])
    return d @ np.array(moment) / np.linalg.norm(d, axis=1)**3


for dipole, image in (((0, 0, 1), (0, 0, 1)), ((1, 0, 0), (-1, 0, 0))):
    own = potential(dipole, 0.5)
    assert np.max(abs(own + potential(image, -0.5))) < 1e-12
    assert np.max(abs(own - potential(image, -0.5))) > 0.1

# ---------- sheet formulas against the finite layer ----------
alpha_peak = 1j * alpha_vib * wavenumber / linewidth
sheet = 4 * np.pi * density * alpha_peak
small = 0.01
tilt = np.radians(60.0)
nx, nz = np.sin(tilt), np.cos(tilt)
for substrate in (eps, eps_silicon):
    for angle in np.radians([40.0, 80.0]):
        t, s1 = small * layer_thickness, small * sheet
        ref = sheet_drop(substrate, angle, s1, s1, 0)
        par = layer_drop(substrate, angle, t, sxx=s1, syy=s1)
        assert close(par[0], ref[0], 2e-3) and close(par[1], ref[1], 2e-3)
        nor = layer_drop(substrate, angle, t, szz=s1)[0]
        assert close(nor, sheet_drop(substrate, angle, 0, 0, s1)[0], 2e-3)
        til = layer_drop(substrate, angle, t, sxx=s1 * nx**2,
                         sxz=s1 * nx * nz, szz=s1 * nz**2)[0]
        ref_t = sheet_drop(substrate, angle, s1 * nx**2, 0, s1 * nz**2)[0]
        assert close(til, ref_t, 2e-3)

drop_z = sheet_drop(eps, theta, 0, 0, sheet)[0]
drop_x, drop_y = sheet_drop(eps, theta, sheet, sheet, 0)
full_z = layer_drop(eps, theta, layer_thickness, szz=sheet)[0]
full_x, full_y = layer_drop(eps, theta, layer_thickness, sxx=sheet, syy=sheet)
# first-order theory: errors of order the signal itself and thickness/skin depth
assert close(full_z, drop_z, 0.03)
assert close(full_x, drop_x, 0.05) and close(full_y, drop_y, 0.05)
ratio_x, ratio_y = drop_x / drop_z, drop_y / drop_z
simple_x = 1 / (abs(eps) * np.sin(theta)**2)
simple_y = simple_x * np.cos(theta)**2
assert close(ratio_x, simple_x, 0.1) and close(ratio_y, simple_y, 0.1)
tilted = sheet_drop(eps, theta, sheet * nx**2, 0, sheet * nz**2)[0]
assert close(tilted / drop_z, nz**2, 0.01)
assert drop_z > noise > drop_x > drop_y

# angle of the largest normal signal
scan = np.radians(np.linspace(60, 89.9, 2991))
best = np.degrees(scan[np.argmax(sheet_drop(eps, scan, 0, 0, sheet)[0])])
best_simple = np.degrees(np.arccos(1 / np.sqrt(abs(eps))))
assert abs(best - best_simple) < 0.3

# contrast: silicon
si_z = sheet_drop(eps_silicon, theta, 0, 0, sheet)[0]
si_x, si_y = sheet_drop(eps_silicon, theta, sheet, sheet, 0)
assert abs(si_x / si_z) > 50 * ratio_x


# ---------- neglected effects ----------
def lattice_sums(radius):
    """Field per unit dipole from neighbours and all images, square lattice."""
    a = 1 / np.sqrt(density)
    m = int(radius / a) + 1
    gx, gy = np.meshgrid(np.arange(-m, m + 1) * a, np.arange(-m, m + 1) * a)
    rho2 = gx**2 + gy**2
    inside = rho2 <= radius**2
    x2, rho2 = gx[inside]**2, rho2[inside]
    other = rho2 > 1e-9
    dx2, dr2 = x2[other], rho2[other]
    z2 = (2 * image_height)**2
    r2 = rho2 + z2
    normal = -np.sum(dr2**-1.5) + np.sum((3 * z2 / r2 - 1) * r2**-1.5)
    parallel = (np.sum((3 * dx2 / dr2 - 1) * dr2**-1.5)
                - np.sum((3 * x2 / r2 - 1) * r2**-1.5))
    return normal - 4 * np.pi * density / radius, parallel


S_n, S_p = lattice_sums(60.0)
S_n_half, S_p_half = lattice_sums(30.0)
assert abs(S_n - S_n_half) < 0.1 and abs(S_p - S_p_half) < 0.1
nu = np.arange(1900, 2100, 0.01)
alpha = alpha_el + alpha_vib * wavenumber**2 / (
    wavenumber**2 - nu**2 - 1j * linewidth * nu)
coupled = []
for S in (S_n, S_p):
    spectrum = np.imag(alpha / (1 - alpha * S))
    top = np.argmax(spectrum)
    height = spectrum[top] / abs(alpha_peak)
    assert close(height, 1 / (1 - alpha_el * S)**2, 0.02)
    coupled.append((height, nu[top] - wavenumber))
ratio_coupled = ratio_x * coupled[1][0] / coupled[0][0]
assert ratio_coupled < 0.01


def suppression(permittivity):
    return (sheet_drop(permittivity, theta, sheet, 0, 0)[0]
            / sheet_drop(permittivity, theta, 0, 0, sheet)[0])


ratio_damped = suppression(drude(2 * damping))
ratio_background = suppression(drude(damping, 10.0))
assert ratio_damped < 2 * ratio_x and close(ratio_background, ratio_x, 0.05)
electron_density = const.epsilon_0 * const.m_e * (
    plasma_energy * const.e / const.hbar)**2 / const.e**2
fermi_speed = const.hbar * (3 * np.pi**2 * electron_density)**(1 / 3) / const.m_e
surface_rate = const.hbar * fermi_speed / (skin * 1e-9) / const.e
assert surface_rate < damping
beam = np.radians(np.linspace(75, 85, 201))
beam_mean = np.mean(sheet_drop(eps, beam, 0, 0, sheet)[0])

# ---------- output ----------
print(f"wavenumber {wavenumber:.0f} cm^-1, linewidth {linewidth:.0f} cm^-1")
print(f"wavelength {1e7 / wavenumber:.0f} nm, photon energy {photon:.4f} eV")
print(f"plasma energy {plasma_energy:.1f} eV, damping {damping:.2f} eV")
print(f"metal permittivity {eps.real:.0f} + {eps.imag:.0f} i, size {abs(eps):.0f}")
print(f"skin depth {skin:.1f} nm; q = {q:.4e} nm^-1")
print(f"incidence angle {np.degrees(theta):.0f} deg")
print(f"bare reflectance p {abs(rp)**2:.4f}, s {abs(rs)**2:.4f}")
print(f"surface field |Fx| {abs(Fx):.4f}, |Fy| {abs(Fy):.5f}, |Fz| {abs(Fz):.4f}")
print(f"field ratio |Fx/Fz| {field_ratio:.4f}, squared {field_ratio**2:.3e}")
print(f"density {density:.0f} nm^-2, vib. polarizability {alpha_vib:.1e} nm^3")
print(f"peak Im alpha {alpha_peak.imag:.4f} nm^3, peak Im s {sheet.imag:.4f} nm")
print(f"drop, normal dipole, p light: {drop_z:.3e}")
print(f"drop, parallel dipole, p light: {drop_x:.3e}")
print(f"drop, parallel dipole, s light: {drop_y:.3e}")
print(f"assumed noise level {noise:.0e}")
print(f"parallel/normal, p: {ratio_x:.3e} (1 in {1 / ratio_x:.0f})")
print(f"  simple estimate 1/(|eps| sin^2): {simple_x:.3e}")
print(f"parallel s / normal p: {ratio_y:.3e} (1 in {1 / ratio_y:.0f})")
print(f"  simple estimate cos^2/(|eps| sin^2): {simple_y:.3e}")
print(f"dipole tilted {np.degrees(tilt):.0f} deg: drop {tilted:.3e}, "
      f"fraction {tilted / drop_z:.4f}")
for deg in (30, 60, 80, 85):
    value = sheet_drop(eps, np.radians(deg), 0, 0, sheet)[0]
    print(f"normal-dipole drop at {deg} deg: {value:.3e}")
print(f"angle of largest normal drop {best:.2f} deg, estimate {best_simple:.2f} deg")
print(f"silicon (eps {eps_silicon.real:.1f}), same layer and angle, drops:")
print(f"  normal p {si_z:.3e}, parallel p {si_x:.3e}, parallel s {si_y:.3e}")
print(f"  size of parallel/normal in p light {abs(si_x / si_z):.4f}")
print("Neglected effects")
print(f"layer {layer_thickness:.1f} nm thick, full drops: normal p {full_z:.3e}, "
      f"parallel p {full_x:.3e}, s {full_y:.3e}")
print(f"tangential field growth over {layer_thickness:.1f} nm: {100 * growth:.2f} %")
print(f"electronic polarizability {alpha_el:.3f} nm^3, "
      f"image-plane distance {image_height:.1f} nm")
print(f"coupling sums: normal {S_n:.1f}, parallel {S_p:.1f} nm^-3")
print(f"coupled normal: peak factor {coupled[0][0]:.3f}, "
      f"shift {coupled[0][1]:+.2f} cm^-1")
print(f"coupled parallel: peak factor {coupled[1][0]:.3f}, "
      f"shift {coupled[1][1]:+.2f} cm^-1")
print(f"parallel/normal with coupling {ratio_coupled:.3e} (1 in {1 / ratio_coupled:.0f})")
print(f"parallel/normal with doubled damping {ratio_damped:.3e}")
print(f"parallel/normal with interband background 10: {ratio_background:.3e}")
print(f"Fermi speed {fermi_speed:.2e} m/s, skin-crossing rate {surface_rate:.3f} eV")
print(f"metal film {film_thickness:.0f} nm: change of Fx {100 * film_change:.3f} %")
print(f"mean normal drop over 75 to 85 deg: {beam_mean:.3e}")
print("all assertions hold")
```

Output:

```
wavenumber 2000 cm^-1, linewidth 10 cm^-1
wavelength 5000 nm, photon energy 0.2480 eV
plasma energy 9.0 eV, damping 0.07 eV
metal permittivity -1219 + 344 i, size 1267
skin depth 22.6 nm; q = 1.2566e-03 nm^-1
incidence angle 80 deg
bare reflectance p 0.9169, s 0.9973
surface field |Fx| 0.0543, |Fy| 0.00975, |Fz| 1.9035
field ratio |Fx/Fz| 0.0285, squared 8.145e-04
density 5 nm^-2, vib. polarizability 5.0e-05 nm^3
peak Im alpha 0.0100 nm^3, peak Im s 0.6283 nm
drop, normal dipole, p light: 1.720e-02
drop, parallel dipole, p light: 1.351e-05
drop, parallel dipole, s light: 4.163e-07
assumed noise level 1e-04
parallel/normal, p: 7.853e-04 (1 in 1273)
  simple estimate 1/(|eps| sin^2): 8.139e-04
parallel s / normal p: 2.420e-05 (1 in 41326)
  simple estimate cos^2/(|eps| sin^2): 2.454e-05
dipole tilted 60 deg: drop 4.311e-03, fraction 0.2506
normal-dipole drop at 30 deg: 9.108e-04
normal-dipole drop at 60 deg: 4.723e-03
normal-dipole drop at 80 deg: 1.720e-02
normal-dipole drop at 85 deg: 3.267e-02
angle of largest normal drop 88.36 deg, estimate 88.39 deg
silicon (eps 11.7), same layer and angle, drops:
  normal p -1.103e-02, parallel p 8.913e-04, parallel s -5.125e-05
  size of parallel/normal in p light 0.0808
Neglected effects
layer 0.3 nm thick, full drops: normal p 1.706e-02, parallel p 1.352e-05, s 4.221e-07
tangential field growth over 0.3 nm: 1.33 %
electronic polarizability 0.002 nm^3, image-plane distance 0.2 nm
coupling sums: normal -93.6, parallel 54.2 nm^-3
coupled normal: peak factor 0.708, shift +3.93 cm^-1
coupled parallel: peak factor 1.260, shift -3.05 cm^-1
parallel/normal with coupling 1.397e-03 (1 in 716)
parallel/normal with doubled damping 7.897e-04
parallel/normal with interband background 10: 7.903e-04
Fermi speed 1.39e+06 m/s, skin-crossing rate 0.041 eV
metal film 100 nm: change of Fx 0.026 %
mean normal drop over 75 to 85 deg: 1.868e-02
all assertions hold
```
